# Second-Harmonic Probe Current and the Energy Resolution It Allows

An electric probe in a plasma is held at voltage $V$ and modulated by $a\sin\theta$, with $\theta=\omega t$. Here $a$ is the peak amplitude, not the rms value. The electron current into the probe is counted positive. The modulation is slow enough for the current at each instant to be the static current $I(V+a\sin\theta)$. In parts (a) and (b), $I$ is smooth over the swept interval and its Taylor series converges there. Primes on $I$ mean derivatives with respect to voltage.

## (a) The leading second harmonic

**Problem.** Show that for small $a$ the current at $2\omega$ has magnitude $a^2I''/4$, and find its phase.

**Solution.** Expand about the mean voltage, with all derivatives taken at $V$:

$$I(V+a\sin\theta)=I+aI'\sin\theta+\frac{a^2}{2}I''\sin^2\theta+\frac{a^3}{6}I'''\sin^3\theta+\dots$$

The linear term oscillates at $\omega$. In the quadratic term, $\sin^2\theta=(1-\cos2\theta)/2$, so

$$\frac{a^2}{2}I''\sin^2\theta=\frac{a^2}{4}I''-\frac{a^2}{4}I''\cos2\theta .$$

The first piece shifts the mean current. The second is the required harmonic. The cubic term contains $\omega$ and $3\omega$, since $\sin^3\theta=(3\sin\theta-\sin3\theta)/4$, and adds nothing at $2\omega$.

No $\sin2\theta$ part appears at any amplitude. Replacing $\theta$ by $\pi-\theta$ leaves $\sin\theta$, and hence the current, unchanged but reverses $\sin2\theta$, so the average of their product over a period vanishes. The full $2\omega$ current is therefore $-B_2\cos2\theta$, with

$$B_2\simeq\frac{a^2}{4}I''\qquad(a\to0).$$

An instrument that reads rms values shows $B_2/\sqrt2$. If the modulation is specified by $a_{\rm rms}=a/\sqrt2$, the peak harmonic is $a_{\rm rms}^2I''/2$.

## (b) The fourth-derivative correction

**Problem.** Find the next term in $B_2$, and then the general term.

**Solution.** Squaring the identity for $\sin^2\theta$ gives

$$\sin^4\theta=\frac{1-2\cos2\theta+\cos^22\theta}{4}=\frac38-\frac12\cos2\theta+\frac18\cos4\theta .$$

The fourth-order Taylor term is $a^4I''''\sin^4\theta/24$. Its $2\omega$ part is $-a^4I''''\cos2\theta/48$, with the same sign convention as the leading term. Hence

$$B_2=\frac{a^2}{4}I''+\frac{a^4}{48}I''''+\dots=\frac{a^2}{4}\left[I''+\frac{a^2}{12}I''''+\dots\right].$$

For the general term put $z=e^{i\theta}$, so that $\sin\theta=(z-z^{-1})/(2i)$. An odd power of $\sin\theta$ contains odd powers of $z$ and no $z^{\pm2}$. For an even power $2k$,

$$\sin^{2k}\theta=\frac{(-1)^k}{4^k}(z-z^{-1})^{2k}.$$

The power $z^2$ arises when $-z^{-1}$ is chosen from $k-1$ of the $2k$ factors. Its coefficient is $-4^{-k}\binom{2k}{k-1}$, and that of $z^{-2}$ is the same. Since $z^2+z^{-2}=2\cos2\theta$, the two powers together give

$$-4^{-k}\binom{2k}{k-1}(z^2+z^{-2})=-\frac{2}{4^k}\binom{2k}{k-1}\cos2\theta .$$

Multiplication by $a^{2k}I^{(2k)}/(2k)!$ gives

$$B_2=2\sum_{k=1}^{\infty}\frac{(a/2)^{2k}}{(k-1)!\,(k+1)!}\,I^{(2k)}(V).$$

The terms $k=1,2$ are those found above. The term $k=3$ is $a^6I^{(6)}/1536$.

## (c) The harmonic as a weighted average

**Problem.** Express $4B_2/a^2$ through the values of $I''$ over the whole sweep, and find the width of the weighting function.

**Solution.** Start from the Fourier integral

$$B_2=-\frac1\pi\int_0^{2\pi}I(V+a\sin\theta)\cos2\theta\,d\theta .$$

Write $\cos2\theta\,d\theta=d(\tfrac12\sin2\theta)$ and integrate by parts. The boundary term vanishes by periodicity. With $\sin2\theta=2\sin\theta\cos\theta$,

$$B_2=\frac a\pi\int_0^{2\pi}I'(V+a\sin\theta)\sin\theta\cos^2\theta\,d\theta .$$

Now use $\sin\theta\cos^2\theta\,d\theta=d(-\tfrac13\cos^3\theta)$ and integrate by parts again:

$$B_2=\frac{a^2}{3\pi}\int_0^{2\pi}I''(V+a\sin\theta)\cos^4\theta\,d\theta .$$

Set $x=\sin\theta$. Each half-period with fixed sign of $\cos\theta$ covers $-1<x<1$ once and contributes the integral of $(1-x^2)^{3/2}I''$. The two halves together give

$$D(a)\equiv\frac{4B_2}{a^2}=\int_{-1}^{1}w(x)\,I''(V+ax)\,dx,\qquad w(x)=\frac{8}{3\pi}(1-x^2)^{3/2}.$$

This form needs no Taylor series. It shows what is measured: an average of $I''$ over the sweep, weighted towards its centre.

The moments follow from the period averages of $\cos^4\theta$, $\cos^6\theta$ and $\cos^8\theta$, which are $3/8$, $5/16$ and $35/128$. The first makes $\int w\,dx=1$. With $x^2=1-\cos^2\theta$,

$$\langle x^2\rangle=1-\frac{5/16}{3/8}=\frac16,\qquad
\langle x^4\rangle=1-2\cdot\frac56+\frac{35/128}{3/8}=\frac1{16}.$$

Odd moments vanish by symmetry. Expanding $I''(V+ax)$ returns the correction $a^2I''''/12$, and Taylor's remainder gives

$$\left|D-I''-\frac{a^2}{12}I''''\right|\le\frac{a^4}{384}\max|I^{(6)}|,$$

where the maximum is taken over the sweep. The rms width of the weighting function in voltage is $a/\sqrt6$. Half its peak height is reached at $(1-x^2)^{3/2}=1/2$, so its full width at half maximum is

$$2a\sqrt{1-2^{-2/3}}\simeq1.217\,a .$$

## (d) From voltage to electron energy

**Problem.** Relate $I''$ and $I''''$ to the electron energy distribution.

**Solution.** Let $V_p$ be the plasma potential and $U=V_p-V>0$ the retarding voltage. Take a convex probe of area $A$, isotropic electrons in the undisturbed plasma, and no collisions near the probe. Suppose also that every electron orbit reaching the surface comes from that plasma.

Phase-space density is conserved along an orbit. An electron with energy $E$ in the plasma, in eV, arrives with kinetic energy $E-U$ and density $f_0(E)$. The angular integral of $\cos\vartheta$ over the incoming hemisphere is $\pi$, so

$$I=\pi eA\int_0^\infty v^3f_0\,dv .$$

At the surface $m v^2/(2e)=E-U$. Thus $v\,dv=(e/m)dE$ and $v^3dv=2(e/m)^2(E-U)dE$.

Define the electron energy probability function (EEPF) $g$ by $n=\int_0^\infty\sqrt E\,g(E)\,dE$, with $n$ the electron density. Comparing this with $n=\int4\pi v^2f_0\,dv$ in the plasma, where $v=\sqrt{2eE/m}$, gives

$$g=4\pi\frac em\sqrt{\frac{2e}{m}}\,f_0 .$$

Eliminating $f_0$ from the current,

$$I=K\int_U^\infty(E-U)g(E)\,dE,\qquad K=\frac{eA}{4}\sqrt{\frac{2e}{m}} .$$

The first derivative is $dI/dU=-K\int_U^\infty g\,dE$, because the integrand vanishes at the lower limit. A second differentiation gives $K g(U)$. Since $d/dV=-d/dU$, even derivatives keep their sign:

$$I''=Kg(U),\qquad I''''=Kg''(U).$$

The EEPF inferred from the harmonic is therefore

$$g_{\rm meas}(U)=g(U)+\frac{a^2}{12}g''(U)+\dots$$

While this first correction dominates, a positive curvature makes the reading too high and a local peak is lowered. A wide sweep can act differently: a small, sharp peak on a background that curves upward, such as an exponential, may be raised, because the higher values on one side outweigh the lower values on the other. A straight slope, however steep, cancels in the symmetric average. The sweep must stay below the plasma potential, which requires $U>a$.

## (e) What limits the energy resolution

**Problem.** Apply the result to a Maxwellian and to a narrow group of electrons. Find the largest amplitude for a chosen fractional error.

**Solution.** For a Maxwellian of temperature $T$ in eV, $g\propto e^{-U/T}$, and each pair of derivatives brings a factor $1/T^2$. The series in (b) is then that of the modified Bessel function $I_2$:

$$\frac{g_{\rm meas}}g=\frac{8I_2(a/T)}{(a/T)^2}=1+\frac{a^2}{12T^2}+\frac{a^4}{384T^4}+\dots$$

This factor does not depend on $U$. For $U>a$, the slope of $\ln g_{\rm meas}$ still gives the right temperature, while the density inferred from its height is too large. Smearing alone does not distort a single exponential.

A Gaussian group, $g\propto e^{-(U-U_0)^2/(2s^2)}$, is distorted. By (c), the measured function is a convolution, so variances add:

$$s_{\rm meas}^2=s^2+\frac{a^2}{6}.$$

At the centre $g''/g=-1/s^2$, and the peak ratio is $1-a^2/(12s^2)+\dots$. For $s=0.50$ eV and $a=1.0$ V, the measured standard deviation is 0.65 eV. The peak ratio is 0.76, whereas the leading correction alone predicts 0.67. The next term, $a^4/(128s^4)=0.125$, is not small here, so the fourth-derivative correction shows the onset of poor resolution but here overstates the loss of peak height.

In general, a leading fractional error of magnitude $\eta$ requires

$$a\le\sqrt{12\eta\left|\frac{g}{g''}\right|}.$$

At an inflection point $g''=0$, this condition gives no limit and the next term must be examined. Reducing $a$ narrows the response in proportion to $a$, but for small $a$ the signal falls as $a^2$.

## (f) A two-temperature example

**Problem.** A wire of radius 50 µm and length 10 mm stands in a low-pressure capacitive methane discharge. Let the electrons consist of $8.0\times10^9$ cm$^{-3}$ at 0.7 eV and $2.0\times10^9$ cm$^{-3}$ at 3.0 eV. Find the harmonic and its error at $U=2.0$ V for $a=1.0$ V, then reduce the error.

**Solution.** Normalization of each Maxwellian gives

$$g(U)=\frac2{\sqrt\pi}\sum_j n_jT_j^{-3/2}e^{-U/T_j}.$$

At 2.0 V the sum is $1.108\times10^9$ cm$^{-3}$ eV$^{-3/2}$, or $1.108\times10^{15}$ in m$^{-3}$ eV$^{-3/2}$. With $K=7.463\times10^{-20}$ in the corresponding SI-based unit,

$$I''=Kg=82.7\ \mu{\rm A/V^2},\qquad \frac{a^2I''}{4}=20.7\ \mu{\rm A}.$$

The curvature ratio is $g''/g=1.65$ eV$^{-2}$. The fourth-derivative term is therefore $1.65/12=13.8\,\%$ of the leading one, or 2.85 µA. The full peak harmonic is 23.7 µA, which is 14.7 % above $a^2I''/4$; an rms reading is 16.8 µA.

The excess comes mainly from the cold group. At this amplitude the Maxwellian factors are 1.181 for the cold group and 1.009 for the hot one. A fit to the two slopes would thus overstate the cold-to-hot density ratio by $1.181/1.009-1\simeq17\,\%$. At $U=15$ V, where the hot group dominates, the smearing error is 0.93 %.

For a 5 % leading error at 2.0 V,

$$a=\sqrt{\frac{12(0.05)}{1.65}}\simeq0.60\ {\rm V},$$

and the full error there is 5.1 %. At $a=1.5$ V the leading estimate is 31 % but the full error is 36 %, so higher derivatives are already needed.

Two readings can remove the fourth-derivative term. Write $D(a)=I''+\alpha a^2+\beta a^4+\dots$, with $\beta=I^{(6)}/384$. Then

$$\frac{4D(a/2)-D(a)}3=I''-\frac{\beta a^4}{4}+\dots=I''-\frac{a^4I^{(6)}}{1536}+\dots$$

For $a=1.0$ V, the errors of 3.5 % at half amplitude and 14.7 % at full amplitude combine to $-0.23\,\%$. Noise sets the price. If the two harmonic readings have equal independent errors $\delta$, the combination has error $\sqrt{64^2+4^2}\,\delta/(3a^2)=21\,\delta/a^2$, against $4\delta/a^2$ for one reading at full amplitude.

## (g) The plasma potential and a real discharge

**Problem.** What happens when $U<a$, and which neglected effects matter in the example?

**Solution.** Consider first a flat probe with perfectly flat electron saturation above $V_p$. Its slope drops there from $I'(V_p^-)$ to zero, so $I''$ contains $-I'(V_p^-)\delta(V-V_p)$. Inserting this in (c) adds

$$-\frac{I'(V_p^-)}a\,w\!\left(\frac Ua\right)$$

to $D$, while the smooth part is averaged only over $x<U/a$. For the same area and electrons, with $U=0.5$ V and $a=1.0$ V, the reading is 0.013 of the true $I''$. The positive and negative contributions happen to nearly cancel at this $U$; at $U=0$ their sum is negative. Because $w$ vanishes at the edge of the sweep, the loss sets in gradually: the reading is 1.17 of the true $I''$ at $U=1.0$ V, 0.97 at 0.9 V, 0.70 at 0.8 V and 0.43 at 0.7 V. A reading with $U$ well below $a$ therefore cannot be taken as a measure of the slow electrons. The current of a thin wire continues to grow above $V_p$, so this figure is a limiting case and not a prediction for the wire in (f).

The pressure of 20 mTorr, total density of $10^{10}$ cm$^{-3}$ and temperatures in (f) are illustrative values for a low-pressure discharge such as those used to deposit carbon films. The two-temperature form is assumed, not calculated from methane collisions. Some departures, each estimated separately, are as follows.

- **Residual rf.** Let the plasma potential oscillate rapidly with amplitude $b$ relative to the probe. Averaging over its phase adds $b^2g''/4$ to leading order, since $\langle\sin^2\rangle=1/2$. For an assumed $b=0.5$ V, the signal at $U=2.0$ V and $a=1.0$ V rises by 11 %, comparable with the modulation error. Without rf compensation $b$ can be several volts or more, and this expansion then fails.
- **Ion current.** For cold ions in orbital-motion-limited collection by a wire, $I_i=(eAn/\pi)\sqrt{2eU/M}$. It enters the total current with a minus sign, and $d^2(-\sqrt U)/dV^2=U^{-3/2}/4$, so it raises the harmonic. Taking CH$_5^+$ as the ion, this addition is 0.55 % of the electron signal at 2 V but 10.5 % at 15 V. At 15 V it exceeds the smearing error. These figures neglect ion collisions. For ions at 300 K the collisionless capture radius at 15 V is about 1.2 mm, longer than an ion mean free path of roughly 0.7 mm at this pressure, so the 15 V figure is only a rough estimate.
- **Series resistance.** If $W$ is the applied voltage, $V=W-RI(V)$ gives $dV/dW=(1+RI')^{-1}$. Differentiating $dI/dW=I'/(1+RI')$ once more gives $d^2I/dW^2=I''/(1+RI')^3$. For $R=50\ \Omega$ and $I'=96$ µA/V, this small-amplitude formula predicts a 1.4 % loss; the finite modulation amplitude of 1.0 V gives 2.0 %. The sheath at the return electrode also adds resistance: an electrode of 100 cm$^2$ draws about 21 mA of ion saturation current and, with no rf across its sheath, floats about 11 V below the plasma potential, where only the 3 eV group reaches it. Its dc resistance is then the hot temperature divided by that current, about 140 Ω, and more for a smaller electrode. At $U=2.0$ V this lowers the signal by about 4 % at small amplitude and by about 5.6 % at $a=1.0$ V. A deposited film adds impedance that can change during a measurement.
- **Collisions.** Balance the thermal flux to the wire, $n_s\bar v/4$, against diffusion with coefficient $\lambda\bar v/3$ from a distance of about half the wire length $l$. The fractional depletion is then about $3r\ln(l/2r)/(4\lambda)$, where $r$ is the wire radius. A rough cross-section of $2\times10^{-15}$ cm$^2$ gives a mean free path $\lambda=7.8$ mm and a depletion near 2 % at the plasma potential. Since $\lambda$ exceeds the assumed diffusion distance of 5 mm, diffusion is not strictly valid here and the figure is only an order of magnitude. The cross-section of methane also varies strongly with electron energy, and the estimated depletion is proportional to it.

At 10 kHz, the sheath displacement current estimated from a capacitance $\epsilon_0A/\lambda_D$, with $\lambda_D$ the Debye length, is 0.1 % of $B_2$. This planar capacitance neglects the curvature of the wire, which raises it, and the widening of the sheath with voltage, which lowers it, so the figure is only a scale estimate. A constant capacitance would put that current at $\omega$, not $2\omega$.

For these parameters, reducing $a$ below about 0.6 V removes at most about 5 % of error from the reading at 2 V, while residual rf of the assumed amplitude still leaves an error of about 11 %. At 15 V the collisionless estimate of the ion contribution is about ten times the smearing error, so subtracting the ion current is likely to matter more there than a smaller modulation. The numerical output gives the remaining amplitudes and intermediate values.

## Numbers as computed

```
cold, hot electron density: 8.0e+09, 2.0e+09 cm^-3
cold, hot temperature: 0.7, 3.0 eV
probe radius, length: 50 um, 10 mm
probe area: 0.0314 cm^2
K = I''/g: 7.4632e-20 A V^-2 m^3 eV^1.5
main amplitude a: 1.00 V; main U: 2.0 V
g(U) at main U: 1.1082e+09 cm^-3 eV^-1.5
g''/g at main U: 1.6525 eV^-2
I'' at main U: 82.708 uA/V^2
I'''' at main U: 136.679 uA/V^4
a^2 I''/4: 20.677 uA
a^4 I''''/48: 2.847 uA
full 2w peak amplitude B2: 23.710 uA
rms lock-in reading: 16.766 uA
U=2 V, a=0.5 V: leading error 3.44 %, full error 3.50 %
U=2 V, a=1.0 V: leading error 13.77 %, full error 14.67 %
U=2 V, a=1.5 V: leading error 30.99 %, full error 35.73 %
U=15 V, a=1.0 V: leading error 0.93 %, full error 0.93 %
largest a for 5 % leading error at main U: 0.603 V
full error at that a: 5.12 %
error after extrapolation from a and a/2: -0.23 %
kernel full width at half maximum for main a: 1.2166 V
kernel rms width for main a: 0.4082 V
Maxwellian factor, cold, hot: 1.1813, 1.0093
Gaussian group: centre 12 eV, true sd 0.50 eV
Gaussian group: measured sd 0.6455 eV
Gaussian group: measured/true peak 0.7596
Gaussian group: leading-order peak ratio 0.6667
U=0.5 V (below a): measured/true I'' 0.0126
CH5+ mass: 17.051 u
ion share of signal at U=2 V: 0.55 %
ion share of signal at U=15 V: 10.54 %
residual rf amplitude 0.5 V raises signal by 10.96 %
dc electron current at main U: 182.15 uA
slope I' at main U: 96.17 uA/V
series resistance 50 ohm changes signal by -2.03 %
dc voltage lost in that resistance: 9.11 mV
gas: 20 mTorr, 300 K
rough electron-CH4 cross-section: 2.0e-15 cm^2
electron mean free path: 7.77 mm
collisional depletion estimate at plasma potential: 2.22 %
Debye length: 67.6 um
modulation frequency: 10 kHz
sheath displacement current, upper estimate: 25.9 nA
displacement current / B2: 0.109 %
```
